# Why transitions that change the 3d count have large specific mass shifts

## What goes wrong

An isotope shift is often used to learn how the size of the nucleus changes from one isotope to the next. The part due to nuclear motion must first be removed. One piece of it, the normal mass shift, follows from the transition energy alone. If no other piece is removed, a transition that moves an electron into or out of the 3d shell can give a badly wrong answer. For the 4s→3d transition of Ca⁺, the Hartree-Fock calculation below gives a normal shift of 0.58 GHz between nuclei of masses 40 u and 44 u, and a further recoil shift of 5.3 GHz. Left in the data, the second number would be credited to the nuclear charge distribution.

This further part is the specific mass shift. It comes from correlations between the momenta of different electrons, and it is large here because a 3d electron has large momentum matrix elements with the 2p and 3p shells. Relaxation of the other electrons cancels part of this direct effect, in copper most of it, so the matrix elements explain the effect but do not replace a full calculation.

The treatment is nonrelativistic, with a point nucleus of mass \(M\), to first order in \(m_e/M\). Atomic units are used unless another unit is given.

## Two kinds of recoil energy

In the frame where the whole atom is at rest, the nuclear momentum is \(-\sum_i\mathbf p_i\). The nuclear kinetic energy is therefore

\[
\frac{1}{2M}\Big(\sum_i\mathbf p_i\Big)^2
=\frac1M\sum_i\frac{p_i^2}{2}+\frac1M\sum_{i<j}\mathbf p_i\cdot\mathbf p_j ,
\]

where each pair occurs twice in the square, which cancels the factor 1/2. To first order, a level shifts by the expectation value of this operator in the state with a fixed nucleus:

\[
\delta E=\frac{m_e}{M}(T+S),\qquad
T=\Big\langle\sum_i \frac{p_i^2}{2}\Big\rangle,\qquad
S=\Big\langle\sum_{i<j}\mathbf p_i\cdot\mathbf p_j\Big\rangle .
\]

The term with \(T\) is the normal shift and the term with \(S\) is the specific shift.

The virial theorem fixes \(T\). Shrink all electron coordinates of a state by a factor \(\lambda\). The kinetic energy becomes \(\lambda^2T\) and the Coulomb energy \(\lambda V\). The energy of a stationary state does not change to first order about \(\lambda=1\), so

\[
\frac{d}{d\lambda}(\lambda^2T+\lambda V)\Big|_{\lambda=1}=2T+V=0,
\qquad E=T+V=-T .
\]

The argument also holds for a Hartree-Fock state whose orbitals are all free to adjust, because a scaled determinant is still a determinant. It does not hold with a frozen core, which is not free to scale.

Let \(\nu\) be the transition energy, upper level minus lower, and let \(\Delta\) denote the same difference for other quantities. Then \(\Delta T=-\nu\), and the transition energy for nuclear mass \(M\) is

\[
\nu_M=\nu+\frac{m_e}{M}(-\nu+\Delta S).
\]

Subtracting the light isotope from the heavy one gives

\[
\nu_{\rm heavy}-\nu_{\rm light}
=(K_N+K_S)\left(\frac1{M_{\rm light}}-\frac1{M_{\rm heavy}}\right),
\]

\[
K_N=m_e\nu,\qquad K_S=-m_e\,\Delta S .
\]

The sign of \(K_S\) is reversed relative to \(\Delta S\) because the inverse masses have been written in the order that makes their difference positive.

Here is the root of the disparity. The normal shift is tied to \(\nu\), a small difference between large total energies. Nothing comparable ties \(\Delta S\) to \(\nu\).

## The specific shift is an exchange effect

For a single determinant of orbitals \(a,b,\dots\), the expectation value of the pair operator is

\[
S=\frac12\sum_{a,b}\Big[\langle a|\mathbf p|a\rangle\cdot\langle b|\mathbf p|b\rangle
-\langle a|\mathbf p|b\rangle\cdot\langle b|\mathbf p|a\rangle\Big].
\]

The momentum operator is odd under inversion, so \(\langle a|\mathbf p|a\rangle=0\) for an orbital of definite parity, and the direct term vanishes. In the exchange term, \(\langle b|\mathbf p|a\rangle\) is the complex conjugate of \(\langle a|\mathbf p|b\rangle\). The momentum does not act on spin, so the two spins must be equal. Hence

\[
S=-\sum_{\substack{\text{pairs }a<b\\ \text{equal spin}}}|\langle a|\mathbf p|b\rangle|^2 .
\]

Within this approximation \(S\) cannot be positive. Antisymmetry makes electrons of equal spin tend to have opposed momenta, and this reduces the recoil of the nucleus.

Adding an electron in orbital \(v\), with all other orbitals held fixed, adds the pairs that contain \(v\). What is needed is the sum of \(|\langle v|\mathbf p|b\rangle|^2\) over a closed subshell.

## From momentum matrix elements to Vinti integrals

Write an orbital as \(R(r)Y_{lm}\), with \(P=rR\), and let \(\hat{\mathbf r}\) be the unit radial vector. Separate the gradient into radial and tangential parts:

\[
\nabla(RY)=\hat{\mathbf r}\,R'\,Y+\frac{R}{r}\nabla_\Omega Y,
\qquad \nabla_\Omega=r\nabla\ \text{acting on angles}.
\]

The tangential part can be reduced to \(\hat{\mathbf r}\). The operator \(L^2\) is minus the angular Laplacian, and each component \(\hat r_i\) is an \(l=1\) function, so \(L^2\hat r_i=2\hat r_i\). Also \(\nabla_\Omega\hat r_i=\mathbf e_i-\hat r_i\hat{\mathbf r}\), whose product with the tangential vector \(\nabla_\Omega f\) is the component \((\nabla_\Omega f)_i\). The product rule then gives

\[
[L^2,\hat{\mathbf r}]f=2\hat{\mathbf r}f-2\nabla_\Omega f,
\qquad
\nabla_\Omega=\hat{\mathbf r}-\tfrac12[L^2,\hat{\mathbf r}].
\]

Between \(Y_{lm}\) on the left and \(Y_{l'm'}\) on the right, the commutator multiplies the matrix element of \(\hat{\mathbf r}\) by \(l(l+1)-l'(l'+1)\). The vector \(\hat{\mathbf r}\) connects \(l'=l\pm1\): it can change \(l\) by at most one, and parity forbids no change.

For \(l=l'+1\) the multiplier is \(2l\), so \(\nabla_\Omega\) acts as \((1-l)\hat{\mathbf r}\). Since \(R'=P'/r-P/r^2\), the radial factor is

\[
J=\int_0^\infty P_{\rm high}\left(\frac{d}{dr}-\frac{l_>}{r}\right)P_{\rm low}\,dr .
\]

"High" is the orbital with the larger angular momentum \(l_>\). This is the Vinti integral. For \(l=l'-1\) the multiplier is \(-2l'\), \(\nabla_\Omega\) acts as \((1+l')\hat{\mathbf r}\), and the radial factor is \(\int P_{\rm low}(P_{\rm high}'+l_>P_{\rm high}/r)\,dr\). Integration by parts turns this into \(-J\), so the square is the same.

The angular sums remain. Define

\[
a_\pm=\sum_{m'}|\langle lm|\hat{\mathbf r}|l\pm1,m'\rangle|^2 .
\]

Completeness and \(\hat{\mathbf r}\cdot\hat{\mathbf r}=1\) give \(a_++a_-=1\). A second equation comes from the expectation value of \(\hat{\mathbf r}\cdot[L^2,\hat{\mathbf r}]\), which equals 2 because \(\hat{\mathbf r}\cdot\nabla_\Omega=0\). Inserting the intermediate states gives

\[
(2l+2)a_+-2l\,a_-=2 .
\]

Substituting \(a_-=1-a_+\) gives \((4l+2)a_+=2l+2\), hence

\[
a_+=\frac{l+1}{2l+1},\qquad a_-=\frac{l}{2l+1}.
\]

Both are \(l_>/(2l+1)\), where \(l\) belongs to the added electron. With closed shells \(n'l'\), that electron contributes

\[
S_{nl}=-\sum_{n'l'}\frac{l_>}{2l+1}\,J(nl,n'l')^2 .
\]

A 3d electron outside an argon-like core has partners in the p shells alone:

\[
S_{3d}=-\frac25\left[J(3d,2p)^2+J(3d,3p)^2\right].
\]

Pairs 3d-3d and 3d-4s contribute nothing, since their \(l\) values differ by 0 and 2. At fixed orbitals, the direct contributions of several 3d electrons to this core therefore add.

## Why the 3d integrals are large

The orbitals of one electron in the frozen Hartree-Fock field of Ca²⁺ allow a clean comparison. The core region is taken as the sphere that holds 90% of the 3p density, with radius 1.94 bohr.

| orbital | probability inside | \(S\) (hartree) |
|---|---:|---:|
| 3d | 0.401 | −1.214 |
| 4s | 0.050 | −0.251 |
| 4p | 0.028 | −0.138 |
| 4d | 0.091 | −0.256 |

The 3d electron spends 40% of its time inside the core region, the 4s electron 5%. The 4d orbital shows that \(l=2\) is not enough by itself. It has the same partners and the same factor 2/5 as 3d, but its inside probability is 0.23 times that of 3d and its \(S\) is 0.21 times as large. The two ratios nearly agree, which points to penetration as the difference. The 4d entries depend somewhat on the basis: with more diffuse d functions both fall in size by about a tenth, and the ratios still nearly agree.

The two 3d terms are, in hartree,

\[
-\tfrac25(1.270)^2=-0.645\quad(2p),\qquad
-\tfrac25(1.192)^2=-0.568\quad(3p).
\]

That the compact 2p shell should count as much as 3p may seem odd. A local potential shows how this can happen. For \(h=p^2/2+V(r)\), one has \([h,\mathbf r]=-i\mathbf p\), and therefore

\[
\langle a|\mathbf p|b\rangle=i(\varepsilon_a-\varepsilon_b)\langle a|\mathbf r|b\rangle .
\]

A deep shell can have a small position matrix element with 3d and still a large momentum matrix element, because the energy gap multiplies it. Hartree-Fock exchange is nonlocal, so the relation serves here as a guide and not as an identity.

The integrals also grow as the orbitals contract. If both radial functions shrink by a factor \(\lambda\), so that \(P(r)\to\lambda^{1/2}P(\lambda r)\), then \(J\to\lambda J\) and the contribution to \(S\) grows as \(\lambda^2\). In the field of Cu⁺, with its full 3d shell, \(J(3d,2p)\) is 3.80 bohr⁻¹, three times the Ca⁺ value. The 2p and 3p terms per 3d electron are then −5.79 and −1.44 hartree, so 2p dominates. Uniform contraction cannot be the whole account: it would multiply both integrals by the same factor, whereas \(|J(3d,3p)|\) grows only from 1.19 to 1.90 bohr⁻¹, a factor of 1.6. The orbitals also change relative to one another.

## What relaxation does

With frozen orbitals, the 4s→3d transition of Ca⁺ would have

\[
\Delta S_{\rm frozen}=-1.214-(-0.251)=-0.963\ \text{hartree}.
\]

The frozen picture cannot be trusted for the size of recoil effects, as the kinetic energy shows. The 3d electron has 1.550 hartree of it and the 4s electron 0.656 hartree, so the frozen change is +0.894 hartree. The virial theorem requires \(-\nu\), which is −0.071 hartree. Relaxation must therefore lower the kinetic energy by about 0.965 hartree. When each state is calculated with its own orbitals, \(\Delta T\) is −0.071 hartree, as required.

The same orbital changes act on \(S\). The relaxed result is \(\Delta S=-0.643\) hartree, made up of

\[
-1.122\ (\text{valence-core pairs})+0.479\ (\text{core-core pairs}).
\]

A plausible reading is that the penetrating 3d electron screens the nucleus from the outer core, which expands. Core momenta then fall, and the negative core-core sum becomes smaller in size. The fall in kinetic energy and the positive core-core change both fit this reading, though the calculation does not isolate the mechanism. The valence-core part moves the other way, from −0.963 to −1.122 hartree, and this reading does not account for it.

Relaxation thus removes a third of the frozen \(\Delta S\), but more than all of the frozen kinetic energy change, whose sign it reverses. The virial theorem enforces the second cancellation. No such theorem applies to \(S\), and what survives is large on the scale of \(\nu\).

## How large the shifts are

One hartree times \(m_e\) is 3609 GHz u. Relaxed Hartree-Fock states of Ca⁺ give the following constants. The third row is the difference of the first two, taken before rounding.

| transition | \(K_N\) (GHz u) | \(K_S\) (GHz u) | \(K_S/K_N\) |
|---|---:|---:|---:|
| 4s→4p | 383 | −184 | −0.5 |
| 4s→3d | 257 | 2321 | 9.0 |
| 3d→4p | 127 | −2505 | −20 |

For masses of 40 u and 44 u, the mass factor is \(1/40-1/44=0.002273\) u⁻¹. The 4s→3d line has

\[
257\times0.002273=0.58\ \text{GHz (normal)},
\]

\[
2321\times0.002273=5.28\ \text{GHz (specific)}.
\]

The control transition 4s→4p leaves the 3d count alone, and its Hartree-Fock specific shift is about half the normal one in size. This small value is sensitive to correlation: the measured mass shift of this line is close to the normal shift alone. The two transitions that change the count have specific constants of similar size and opposite sign. Their ratios to the normal shift differ by a factor of two mainly because \(\nu\) does. The ratio is therefore a poor measure of the physics: it grows without limit as two levels of different 3d count approach each other, while \(\Delta S\) need not change much.

In these examples, gaining a 3d electron makes \(\Delta S\) negative and \(K_S\) positive, so for \(\nu>0\) the specific shift adds to the normal one. Losing a 3d electron reverses the sign of \(K_S\).

Neutral copper gives a second case and a warning. For 3d¹⁰4s → 3d⁹4s², orbitals frozen in the field of Cu⁺ give \(\Delta S=+7.02\) hartree. Separately relaxed states give +1.43 hartree, a fifth of that. Most of the cancellation lies in the 3d-p pairs themselves: each of the nine remaining 3d electrons contributes about −7.7 hartree, against −7.2 hartree per 3d electron in 3d¹⁰4s. The large 2p and 3p integrals set the sign and make a large effect possible, but relaxation decides how much is left. The relaxed value corresponds to \(K_S\approx-5150\) GHz u. A normal shift of equal size would need a transition energy of 39 eV. That comparison is more useful here than a ratio, because the small Hartree-Fock transition energy, about 0.01 hartree, is a difference in which the neglected correlation energy matters greatly.

## What to do about it

Before interpreting an isotope shift, count the 3d electrons in both levels. If the count changes and the 3d orbital penetrates closed p shells, as in the two atoms calculated here, expect the specific shift to be the main mass effect for an optical transition, and do not estimate it as a fraction of the normal shift. If a level mixes configurations, a single label does not give its 3d count, and \(S\) must be calculated with the mixed state.

Use Vinti integrals from frozen orbitals to see which shells carry the direct part of the effect; they do not show how the pairs formed by the other electrons change, core-core pairs in Ca⁺ and chiefly those of the remaining 3d electrons in copper. In the two atoms calculated here, where the frozen change in \(S\) is large, they also give the right sign when the 3d count changes. A small frozen change is a weak guide to the sign: for 4s→4d in Ca⁺ it is no more than about 0.02 hartree in size, and its sign depends on how diffuse the basis is. For a number to be used in an analysis, calculate \(S\) for each level with its own relaxed orbitals, or by a method that includes relaxation in another way. Comparing \(\Delta T\) with \(-\nu\) is a useful check, because a frozen or badly unconverged core shows up there. In a finite basis a small residual remains even at convergence, and it can hide smaller errors. Passing it does not prove \(\Delta S\) accurate, since no virial relation governs \(S\).

The numbers above omit electron correlation and relativity, including relativistic recoil. The open d shell is represented by one real determinant, which allows slight s-d mixing. With purely spherical orbitals and a larger basis, the 4s→3d constants of Ca⁺ become 258 and 2317 GHz u, the 3d→4p constants 125 and −2501 GHz u, the valence-core and core-core parts −1.119 and +0.477 hartree, the frozen copper change 7.04 hartree and the copper transition energy 0.014 hartree. The last digit quoted for these quantities is therefore not significant. The results show the mechanism and its scale at the Hartree-Fock level, and they carry no estimate of their error relative to experiment. The shift due to finite nuclear size is a separate term, to be added before comparison with a measured line.

The rule also has limits that follow from its derivation. A transition of high enough energy has a large normal shift whatever happens to the 3d count. A d electron that penetrates the core little, as 4d does here (less than 10% inside, against 40% for 3d), has a much smaller direct term than a strongly penetrating 3d electron of the same ion. The direct term is also small for a 3d electron whose orbital does not penetrate the core. And where relaxation cancels the direct term more completely than in these two atoms, a change in the 3d count need not give a large specific shift. The numerical check checks the recoil operator, the exchange sign, the Vinti formula and the virial relation numerically.

## Computed results

```
Ca+ frozen core, Hartree-Fock; S and T in hartree, J in 1/bohr
3d: energy -0.3332 hartree, S -1.2138, probability inside r90 0.4006
4s: energy -0.4150 hartree, S -0.2508, probability inside r90 0.0499
4p: energy -0.3092 hartree, S -0.1384, probability inside r90 0.0284
4d: energy -0.1677 hartree, S -0.2562, probability inside r90 0.0912
r90 of the 3p shell: 1.935 bohr
J(3d,2p) = 1.2702, S part -0.6453
J(2p,4s) = -0.2433, S part -0.0592
J(3d,3p) = 1.1921, S part -0.5685
J(3p,4s) = 0.4377, S part -0.1916
frozen kinetic energy: 3d 1.5496, 4s 0.6560, change 0.8936
frozen S change 4s->3d: -0.9630
Ca+ relaxed Hartree-Fock, changes in hartree
4s->3d: nu 0.07112, T change -0.07102, S change -0.64308
  valence-core part -1.12190, core-core part 0.47882
  K_N 256.7 GHz u, K_S 2321.2 GHz u, K_S/K_N 9.043
4s->4p: nu 0.10617, T change -0.10597, S change 0.05101
  valence-core part 0.11429, core-core part -0.06328
  K_N 383.2 GHz u, K_S -184.1 GHz u, K_S/K_N -0.480
conversion: 1 hartree times m_e = 3609.48 GHz u
4s->3d shift, 44 u minus 40 u: normal 0.583 GHz, specific 5.275 GHz
Cu: J in 1/bohr from Cu+ orbitals, S in hartree
J(3d,2p) = 3.8041, S part per 3d electron -5.7886
J(3d,3p) = -1.8967, S part per 3d electron -1.4390
S of one 4s electron -0.2107; frozen S change 3d->4s 7.0169
relaxed 3d10 4s -> 3d9 4s2: nu 0.01229 hartree, S change 1.4281
  K_S -5154.9 GHz u
  energy needed for an equal normal shift: 38.86 eV
spring model: recoil slope 0.49993, normal 0.44365, specific 0.05635 (model units)
two-particle exchange test: explicit -0.4999, formula -0.4999 (model units)
```
